# Why the LAPW linearization error grows with sphere radius

## The situation

In an LAPW calculation the muffin-tin radius \(R\) is ours to choose, within the limit that spheres do not overlap. A smaller sphere makes the energies less sensitive to where the linearization energies were placed, but more plane waves are needed. Here the two effects are separated, and each is given its own size.

Hartree atomic units are used, so \(H=-\tfrac12\nabla^2+V\). In the channel \(l\) of one sphere, the radial solution at the band energy \(\varepsilon\) is replaced by a combination of \(u_l\), the regular solution at a fixed energy \(E_l\), and its energy derivative \(\dot u_l\). Each basis function joins its interstitial part with continuous value and slope at \(R\). The distance from the linearization energy is
\[
\delta=\varepsilon-E_l .
\]
The potential in the sphere is constant and is taken as the zero of energy: this is the free-electron channel. All other channels are treated as exact, and the state is the lowest of its symmetry and nondegenerate.

## Contribution 1: the fourth power of the energy distance

Let \(\psi\) be the exact state, \((H-\varepsilon)\psi=0\). Build a trial function \(t=\psi+w\) that equals \(\psi\) outside the sphere. Inside, the channel \(l\) of \(t\) is the combination of \(u_l\) and \(\dot u_l\) with the same value and slope at \(R\) as \(\psi\). Then \(w\) lives in the sphere and
\[
w(R)=w'(R)=0 .
\]
Expand the Rayleigh quotient:
\[
\langle t|H-\varepsilon|t\rangle=\langle\psi|H-\varepsilon|\psi\rangle+2\,\mathrm{Re}\,\langle\psi|H-\varepsilon|w\rangle+\langle w|H-\varepsilon|w\rangle .
\]
The first term vanishes. In the second, \(H\) may be moved onto \(\psi\), because the surface term of that step contains \(w(R)\) and \(w'(R)\), which are zero; it then vanishes too. Hence
\[
\Delta\varepsilon=\frac{\langle w|H-\varepsilon|w\rangle}{\langle t|t\rangle}. \tag{1}
\]
A Taylor expansion in energy about \(E_l\) is reproduced by \(u_l\) and \(\dot u_l\) through first order, so \(w=O(\delta^2)\), and by (1) \(\Delta\varepsilon=O(\delta^4)\).

This power fixes the power of \(R\). A constant potential brings in no length of its own, and in these units energy times length squared is a pure number. Let \(W\) be the fraction of the norm of \(\psi\) that lies in this channel of the sphere. Replacing \(\langle t|t\rangle\) in (1) by \(\langle\psi|\psi\rangle\) changes only higher orders in \(\delta\), and then
\[
\Delta\varepsilon\,R^2=W\,F(E_lR^2,\ \delta R^2).
\]
If \(F\) starts as \((\delta R^2)^4\), then \(\Delta\varepsilon\propto W\,\delta^4R^6\), with a coefficient that may still depend on \(E_lR^2\). In a real atom the nuclear potential supplies further lengths, and this argument no longer gives a pure power.

## Contribution 2: the shape of the radial error

To see where the error sits, expand the regular solution in powers of \(r\):
\[
f(r,E)=r^l\,(1+a_1r^2+a_2r^4+\dots).
\]
For a power of \(r\) times a spherical harmonic,
\[
\nabla^2\left(r^{l+2n}Y_{lm}\right)=2n(2l+2n+1)\,r^{l+2n-2}\,Y_{lm},
\]
so \(-\tfrac12\nabla^2f=Ef\) requires \(2n(2l+2n+1)\,a_n=-2E\,a_{n-1}\). The first two coefficients are
\[
a_1=-\frac{E}{2l+3},\qquad a_2=\frac{E^2}{2(2l+3)(2l+5)}\equiv D\,E^2 .
\]
Each power of \(E\) is accompanied by \(r^2\). Near the centre the shape of the solution hardly depends on energy; the dependence accumulates outwards.

Take \(|E_l|R^2\) and \(|\delta|R^2\) small. To leading order \(u_l\) and \(\dot u_l\) span \(r^l\) and \(r^{l+2}\), and the part of \(f(r,\varepsilon)\) that they miss is \(D\delta^2r^{l+4}\). If the channel of \(\psi\) is \(A\,f(r,\varepsilon)\), then
\[
w=-A D\delta^2\left(r^{l+4}+\alpha r^{l+2}+\beta r^l\right).
\]
The bracket is \(r^l\) times a quadratic in \(r^2\). Zero value and slope at \(R\) demand a double root at \(r^2=R^2\), so
\[
w=-A D\delta^2\,g,\qquad g=r^l(r^2-R^2)^2 . \tag{2}
\]
The matching removes the error at the surface and leaves it in the interior: \(g'=0\) at \(r^2=lR^2/(l+4)\), so \(|w|\) is largest at the centre for \(l=0\) and at \(0.45R\) and \(0.58R\) for \(l=1\) and \(2\). Equation (2) also shows the cause of the growth with \(R\). Two functions cannot follow the second-order change in curvature, and a larger sphere gives that change more room to build up.

## Contribution 3: the energy cost with a frozen interstitial wave

Insert (2) into (1). The term \(-\varepsilon\langle w|w\rangle\) is smaller than the kinetic term by a factor of order \(\varepsilon R^2\) and is dropped. Write \(a=l+\tfrac32\), so that \(2l+3=2a\) and \(2l+5=2(a+1)\), and set \(R=1\) for the integrals. From \(g=r^{l+4}-2r^{l+2}+r^l\),
\[
-\tfrac12\nabla^2g=-2(2l+5)r^{l+2}+2(2l+3)r^l=4\left[a\,r^l-(a+1)\,r^{l+2}\right].
\]
The integrals needed are
\[
\int_0^1 r^{2p-1}(1-r^2)^m\,dr=\frac{m!}{2\,p(p+1)\cdots(p+m)}, \tag{3}
\]
which follows from \(x=r^2\) and \(m\) integrations by parts. The volume element and the two factors \(r^l\) give \(r^{2l+2}=r^{2a-1}\). With \(m=2\), and \(p=a\) or \(p=a+1\),
\[
\langle g|H|g\rangle=4\left[\frac{1}{(a+1)(a+2)}-\frac{1}{(a+2)(a+3)}\right]=\frac{8}{(a+1)(a+2)(a+3)} .
\]
For general \(R\) this is multiplied by \(R^{2l+9}=R^{2a+6}\): two factors \(R^{l+4}\) from \(g\), \(R^{-2}\) from the Laplacian and \(R^3\) from the volume.

The norm in the channel is, to leading order, \(A^2R^{2a}/(2a)\), and it equals \(W\langle\psi|\psi\rangle\). Therefore \(A^2/\langle\psi|\psi\rangle=2aW/R^{2a}\). With \(D^2=1/[64a^2(a+1)^2]\),
\[
\Delta\varepsilon=\frac{2aW}{R^{2a}}\,\frac{\delta^4}{64a^2(a+1)^2}\,\frac{8R^{2a+6}}{(a+1)(a+2)(a+3)},
\]
that is,
\[
\boxed{\;\Delta\varepsilon=W\,C_l\,\delta^4R^6,\qquad C_l=\frac{1}{4a(a+1)^3(a+2)(a+3)}\;} \tag{4}
\]

The coefficients are \(6.77\times10^{-4}\), \(9.42\times10^{-5}\) and \(2.19\times10^{-5}\) for \(l=0,1,2\). Per unit charge, s channels are the most sensitive of these three. The sign of \(\delta\) does not matter at this order. Beyond it, it does: in the free-electron cell treated below, at \(R=2\) bohr and \(|\delta|=0.2\) hartree, the frozen error is 1.9 times larger with \(E_l\) above \(\varepsilon\) than below it. The numerical check computes the Rayleigh quotient from Bessel functions, with \(E_lR^2=0.02\) and \(\delta R^2=0.1\), and finds (4) correct within 1% for these three \(l\). For \(l=0\) the measured powers are 4.00 for \(\delta\) and 6.01 for \(R\).

## Contribution 4: relaxation of the interstitial wave

The trial function kept the exact wave outside. The LAPW calculation is variational and may do better by changing that wave. This does not alter the powers in (4), but it alters the coefficient at the same order.

Suppose the slope at the sphere surface is changed by \(s\) on the inside. The exterior can follow by adding \(s\,x\,e^{-x/d}\), with \(x=r-R\) and \(d\ll R\). The kinetic energy of this layer is, per unit solid angle,
\[
\frac{R^2}{2}\int_0^\infty s^2\left(1-\frac{x}{d}\right)^2e^{-2x/d}\,dx=\frac{s^2R^2d}{8},
\]
which vanishes as \(d\to0\). With a complete interstitial basis, slope matching is thus no constraint on the energy; what remains is continuity of the value.

The inside may now be corrected by any combination of \(r^l\) and
\[
h=r^l(r^2-R^2),
\]
where \(h\) vanishes at \(R\). The function \(r^lY_{lm}\) is harmonic, and \(h\) and \(g\) vanish on the surface, so
\[
\int\nabla(r^lY_{lm})^*\cdot\nabla(hY_{lm})\,d^3r=0,
\]
and the same holds with \(g\) in place of \(h\). To leading order a change of the boundary value, together with whatever the exterior does in response, is therefore decoupled from the error. It could only raise the energy of the nondegenerate lowest state, so its best amplitude is zero. The one useful correction is \(g\to g+ch\).

Set \(R=1\) again. Since \(-\tfrac12\nabla^2h=-(2l+3)r^l=-2a\,r^l\), equation (3) gives
\[
\langle g|H|h\rangle=-2a\,\frac{1}{a(a+1)(a+2)}=-\frac{2}{(a+1)(a+2)},
\]
\[
\langle h|H|h\rangle=2a\,\frac{1}{2a(a+1)}=\frac1{a+1}.
\]
The second is positive because \(h=-r^l(1-r^2)\). Minimizing the quadratic function of \(c\) leaves
\[
\langle g|H|g\rangle-\frac{\langle g|H|h\rangle^2}{\langle h|H|h\rangle}
=\frac{4}{(a+1)(a+2)}\left[\frac{2}{a+3}-\frac{1}{a+2}\right]
=\frac{4}{(a+2)^2(a+3)} .
\]
Dividing by the frozen value gives
\[
\frac{C_l^\infty}{C_l}=\frac{a+1}{2(a+2)} . \tag{5}
\]
For \(l=0\) the factor is \(5/14\approx0.36\), and for large \(l\) it tends to one half. If the basis already contains the exact interstitial wave, as for the free electron below, a finite cutoff resolves the edge layer in part and, the calculation being variational, gives an error between the two values. Otherwise the incomplete exterior basis brings an error of its own. The two errors need not simply add, and the total can exceed the frozen value.

## Contribution 5: the charge in the sphere

Equation (4) is an error per unit charge in the channel, multiplied by \(W\). If the state stays fixed while the sphere is made smaller, \(W\) falls as well. For a small sphere \(W\propto\int_0^R r^{2l+2}dr\propto R^{2l+3}\), so the total error varies as
\[
\Delta\varepsilon\propto\delta^4R^{2l+9},
\]
which is \(R^9\) for an s state. The sixth power describes a channel whose charge stays fixed.

For an explicit case, take a spherical cell of radius \(S\) with \(\psi(S)=0\). The lowest s state has \(r\psi\propto\sin\kappa r\), \(\kappa=\pi/S\), and
\[
W=\frac2S\int_0^R\sin^2\kappa r\,dr=\frac RS-\frac{\sin2\kappa R}{2\kappa S}\ \longrightarrow\ \frac{2\kappa^2R^3}{3S}\quad(\kappa R\ll1).
\]

## Numbers for the free electron

Take \(S=4\) bohr and \(E_l=0.1\) hartree. Then \(\varepsilon=\kappa^2/2=0.3084\) hartree and \(\delta=0.2084\) hartree. At \(R=2\) bohr, \(W=0.5\), and (4) gives
\[
\Delta\varepsilon=0.5\times6.77\times10^{-4}\times(0.2084)^4\times2^6=4.09\times10^{-5}\ \text{hartree}.
\]
The table compares the laws with radial LAPW calculations. "Relaxed" uses a nearly complete exterior basis of 42 polynomials; such a finite set still pays a small edge-layer cost, so these entries are upper bounds to the complete-basis values, which an exact exterior solution matched in value only places at 0.0446, 1.61, 19.5 and 129, lower by 1.5%, 0.8%, 0.5% and 0.3%. Errors are in \(10^{-6}\) hartree.

| \(R\) (bohr) | frozen | law (4) | relaxed | law (5) |
|---|---|---|---|---|
| 1.0 | 0.121 | 0.116 | 0.0452 | 0.0415 |
| 1.5 | 4.17 | 3.82 | 1.62 | 1.37 |
| 2.0 | 47.5 | 40.9 | 19.6 | 14.6 |
| 2.5 | 288 | 230 | 129 | 82 |

At \(R=2\) bohr the computed errors are 1.29 meV frozen and 0.53 meV relaxed. From 1 to 2 bohr the frozen error grows by a factor of about 390. Of this, \(2^6=64\) is the growth per unit charge and \(0.5/0.0908=5.5\) is the growth of \(W\). Their product is about 350, and the rest is the departure from the leading-order law. Between 0.5 and 1 bohr the measured power of the total frozen error is 8.9, close to the limit of 9.

The departure is not small for the larger spheres. Relative to the law, the relaxed error is 9% high at 1 bohr, 34% high at 2 bohr and 57% high at 2.5 bohr. At 2 bohr \(\delta R^2=0.83\) and \(\varepsilon R^2=1.23\), and the law needs both to be small. A smaller \(\delta\) alone does not restore it: if \(E_l\) is moved up towards \(\varepsilon\) at this radius, the error itself falls, but its ratio to the law rises from 1.34 to about 1.6. Part of the excess at 1 bohr can be traced. The law replaces the amplitude \(A^2\) by \(W\) through the small-sphere norm, but the true \(W\) is already 12% below its cubic limit. This alone raises the ratio of computed error to law by a factor \(1/0.884=1.13\); the other corrections together lower it to 1.09. The corrections begin at relative order \(R^2\). When that part is removed by combining the ratios at \(1\) and \(\sqrt2\) bohr, 1.016 remains, and the check requires this number to be within 5% of one. The remainder contains both terms of order \(R^4\) and the edge-layer cost of the finite exterior basis. With the exact exterior solution the same combination gives 0.994, and the excess at 1 bohr is 7.5% instead of 9%. The laws thus give the size and the trend, while an accurate error for a large sphere has to be computed.

The approach to the relaxed value is slow. At \(R=2\) bohr, one spherical wave gives the frozen error, \(47.5\times10^{-6}\) hartree. Five waves, with \(K_{\max}R=7.85\), give \(24.1\times10^{-6}\) hartree, still 23% above the nearly complete basis. The excess over the nearly complete basis falls from \(11.4\times10^{-6}\) hartree with three waves to \(4.5\times10^{-6}\) hartree with five. A likely reason for the remaining excess is the edge layer, which needs short waves to be made thin; how its thickness depends on the cutoff has not been derived or tested here.

## Contribution 6: the plane waves

The free electron by itself does not explain why a small sphere is expensive. Its interstitial wave is one plane wave for any \(R\), and that single wave already gives the frozen error (4). The cost comes from atoms. Near a nucleus the state varies rapidly, and a smaller sphere hands part of that region over to the plane waves.

The plane waves have to reproduce the state outside the sphere. Their continuation to the inside is replaced by the radial functions, so it is free apart from the matching. A continuation that is smooth over the length \(R\) needs wave numbers up to a few times \(1/R\). This suggests the working rule
\[
K_{\max}R\approx\text{constant},
\]
which is an estimate and not a theorem, since the atom has lengths of its own.

A Coulomb 1s state with \(Z=2\), in a cell of radius 8 bohr, puts the rule to work. First \(E_l\) is set to the exact energy, which removes the linearization error, and waves are added until the energy error is below \(10^{-4}\) hartree. Then, with a nearly complete exterior basis, \(E_l\) is raised by 0.5 hartree, and the remaining error is taken as that of linearization. As in the free-electron table, it also contains an edge-layer cost of the finite exterior set, about 2% of the entry at the largest radius and about 8% at the smallest, so these entries are upper bounds to the complete-basis values.

| \(R\) (bohr) | \(K_{\max}\) (1/bohr) | \(K_{\max}R\) | linearization error (hartree) |
|---|---|---|---|
| 1.6 | 3.93 | 6.28 | \(5.3\times10^{-3}\) |
| 0.8 | 7.85 | 6.28 | \(1.3\times10^{-5}\) |
| 0.4 | 13.35 | 5.34 | \(3.4\times10^{-8}\) |

Both sides of the trade are visible. The first halving of \(R\) roughly doubles the cutoff, and the second raises it by a factor of about 1.7. The cutoff moves in steps of \(\pi/8=0.39\) per bohr, so the equality of the first two values of \(K_{\max}R\) is an accident of this grid. These cutoffs and their ratios belong to the chosen target of \(10^{-4}\) hartree and change with it. The table shows only that \(K_{\max}R\) is roughly constant over this range and is lower for the smallest sphere; the cause of that drop is not established here. Each halving lowers the linearization error by a factor of about 400. Equation (4) was not derived for a Coulomb potential, so this factor is a result for the present model and not a confirmation of the free-electron power.

In three dimensions the number of plane waves below the cutoff is the volume of a ball in reciprocal space times the density of points. For a cell of volume \(\Omega\),
\[
N\approx\frac{4\pi K_{\max}^3}{3}\,\frac{\Omega}{(2\pi)^3}=\frac{\Omega K_{\max}^3}{6\pi^2}.
\]
At fixed \(K_{\max}R\), therefore, \(N\propto R^{-3}\), and dense diagonalization, whose work grows as \(N^3\), costs \(R^{-9}\).

## Weighing the contributions

Reduce the radius from 2.5 to 2.0 bohr, a factor of 0.8. The linearization error per unit charge falls to \(0.8^6=0.26\) of its value, and the total error of an s state would fall to \(0.8^9=0.13\) if the spheres were small. In the free-electron cell, where \(W\) is not in its cubic regime, the relaxed error falls from 129 to \(19.6\times10^{-6}\) hartree, a factor of 0.15.

On the other side, at fixed \(K_{\max}R\) the number of plane waves rises by \(0.8^{-3}=1.95\) and the diagonalization work by \(0.8^{-9}=7.5\). A direct count in a cubic cell of edge 10 bohr with \(K_{\max}R=8\) gives 515 waves at the larger radius and 1045 at the smaller; the volume formula gives 553 and 1081.

The radius can also be compared with the other factor in (4). As long as the plane waves describe the exterior so well that linearization dominates the error, halving \(\delta\) lowers the error by a factor of 16 to leading order, and it adds no plane waves. Once the error of the plane-wave basis dominates, the gain is smaller. To gain the full factor of 16 per unit charge from the radius, \(R\) must shrink by \(16^{1/6}=1.59\). At fixed \(K_{\max}R\) this multiplies \(N\) by \(16^{1/2}=4\) and the diagonalization work by \(4^3=64\). The total error of an s state in a small sphere falls faster, as \(R^9\), because charge also leaves the sphere. For that error a shrinkage by \(16^{1/9}=1.36\) is enough, which multiplies \(N\) by \(16^{1/3}=2.5\) and the work by 16. If the band is wide and \(\delta\) cannot be made small for all its states, equation (2) shows another way. The missing function \(g\) has zero value and slope at \(R\), so it can be added as a local orbital without matching any plane wave. Such an orbital can be built from \(u_l\), \(\dot u_l\) and a radial solution at a second energy, which supplies the term \(r^{l+4}\). It removes the term (4) for \(2l+1\) extra functions per atom. The remaining error still varies as \(\delta^4\), but its coefficient is smaller by a factor that scales as \([(\varepsilon-E_2)R^2]^2\), where \(E_2\) is the second energy. In the free-electron cell at \(R=2\) bohr the frozen error falls by a factor of about 440 for \(E_2=1\) hartree and about 15 for \(E_2=3\) hartree.

For a free-electron-like channel, then, shrinking the sphere is an effective cure for linearization error. Where the atoms require \(K_{\max}R\) to be held roughly fixed it is also a costly one, and then, unless the geometry demands small spheres, the linearization energy or a local orbital is the cheaper thing to change.

## Table of computed values

```
Coefficients (dimensionless): l, frozen, relaxed, quotient/frozen law
  0  6.7725e-04  2.4187e-04  1.0089
  1  9.4237e-05  3.6648e-05  1.0073
  2  2.1926e-05  8.9697e-06  1.0055
Measured power of (eps-E_l), l=0: 4.002
Measured power of R per unit charge, l=0: 6.010
Free-electron cell radius: 4.0 bohr; E_l = 0.10 hartree
Exact energy 0.308425 hartree; eps-E_l = 0.208425 hartree
R (bohr), W, frozen error, frozen law, relaxed error, relaxed law (hartree)
  1.0  0.0908  1.209e-07  1.161e-07  4.524e-08  4.147e-08
  1.5  0.2625  4.173e-06  3.821e-06  1.619e-06  1.365e-06
  2.0  0.5000  4.752e-05  4.090e-05  1.959e-05  1.461e-05
  2.5  0.7375  2.875e-04  2.301e-04  1.293e-04  8.219e-05
Relaxed error/law: R = 1 bohr 1.0909, R = 1.414 bohr 1.1659, R^2 part removed 1.0160
W at R = 1 bohr over its R^3 limit: 0.8836
Power of R in the total frozen error, R = 0.5 to 1 bohr: 8.910
R = 2 bohr: frozen 1.293 meV, relaxed 0.533 meV
R = 2 bohr, adding spherical waves: number, K_max*R, error (hartree)
  1  1.57  4.752e-05
  2  3.14  3.896e-05
  3  4.71  3.098e-05
  5  7.85  2.413e-05
Coulomb model: Z = 2, cell radius 8 bohr, exact energy -2.0 hartree
Basis target 1e-04 hartree at E_l = exact energy; E_l shifted by 0.5 hartree for the last column
R (bohr), waves needed, K_max (1/bohr), K_max*R, linearization error (hartree)
  1.6  10  3.927  6.28  5.279e-03
  0.8  20  7.854  6.28  1.311e-05
  0.4  34  13.352  5.34  3.364e-08
Cubic cell edge 10 bohr, K_max*R = 8: R (bohr), counted waves, volume formula
  2.5  515  553.3
  2.0  1045  1080.8
Scaling factors for R -> 0.8 R at fixed K_max*R:
  error per unit charge 0.262, total s error at small R 0.134
  plane waves 1.953, dense diagonalization 7.45
```
